Does a Hanle-like peak prove spin accumulation in the semiconductor?

**Question**

Suppose a ferromagnet/barrier/semiconductor contact is driven at fixed current, and the same contact is used to read the voltage. At zero field the voltage is 0.154 mV above its large-field value. A field B perpendicular to the magnetization removes this excess along a Lorentzian of half-width 6.2 mT. With a nonmagnetic electrode there is no peak.

I would analyse it as follows. A spin splitting μ_s in the semiconductor, with lifetime τ, precesses at ω = gμ_B B/ħ and gives

μ_s(B) = μ_s(0)/(1 + ω²τ²).

The two spin channels of the contact have conductances proportional to 1 ± p and see chemical potentials ±μ_s/2. Let V here be the excess voltage. At fixed current, the current it adds must cancel the current driven by μ_s: (1+p)(eV − μ_s/2) + (1−p)(eV + μ_s/2) = 0, so eV = pμ_s/2. With g = 2 and p = 0.40 I find τ ≈ 0.92 ns and μ_s ≈ 0.77 meV. Does the peak prove that this accumulation exists? If not, what else could give the same curve?

**Answer**

It does not. Your analysis shows that accumulation would produce such a curve, not that the curve requires accumulation. One localized electronic level in the barrier is enough for a counterexample, because spin can build up on the level while none enters the semiconductor.

**The model**

Let electrons flow from the unpolarized semiconductor N to a level, and from there to the ferromagnet F. The bias is large, so tunnelling is one-way, and on-site repulsion forbids a second electron. The bands are wide, the coupling is weak, and the magnetization direction m is fixed. I count electron flow as positive.

The tunnel rates per spin are γ_N from N and γ_F(1 ± p) to F, with the upper sign for spin along m. Let n be the probability that the level is occupied and s its spin vector, so that the occupied part of the density matrix is

ρ = ½(n + s·σ).

Escape to F is described by the matrix Γ = γ_F(1 + p m·σ). Amplitudes decay at half the probability rate, so the loss term is −½(Γρ + ρΓ). Using (m·σ)(s·σ) + (s·σ)(m·σ) = 2m·s,

−½(Γρ + ρΓ) = −½γ_F[n + p m·s + (s + p n m)·σ].

Filling from N adds both spins equally, at total rate G = 2γ_N when the level is empty. Including precession at angular velocity Ω and isotropic spin relaxation with time τ_s on the level,

dn/dt = G(1 − n) − γ_F(n + p m·s)

ds/dt = Ω×s − γ_F(s + p n m) − s/τ_s.

**Steady spin on the level**

Put K = γ_F + 1/τ_s and c = −pγ_F n. The steady spin equation is

K s − Ω×s = c m.

Its scalar product with Ω gives Ω·s = c(Ω·m)/K. Its vector product with Ω, with Ω×s = K s − c m inserted, gives

Ω(Ω·s) − Ω²s = K(K s − c m) − c Ω×m.

Collect the terms in s and take the component along m, where m·(Ω×m) = 0. With Ω_∥ = Ω·m,

(K² + Ω²) m·s = c(K + Ω_∥²/K).

Therefore

m·s = −(pγ_F n/K) h,  h = (K² + Ω_∥²)/(K² + Ω²).

The minus sign has a simple meaning: the spin that escapes quickly leaves, and the spin that escapes slowly stays and blocks the level. A transverse field rotates the blocking spin into the direction that escapes.

**The current is a Lorentzian**

Let R be the electron rate through the level and a = p²γ_F/K. Escape and filling must balance:

R = γ_F n(1 − ah) = G(1 − n).

Thus n = R/[γ_F(1 − ah)] and 1 − n = R/G. Adding these,

1/R = 1/G + 1/[γ_F(1 − ah)].

The first term is the mean wait for filling, the second the mean time the electron stays.

Now let Ω consist of the transverse part ω and, possibly, an exchange precession ω_x about m. With Q² = K² + ω_x² and y = ω²/Q², h = 1/(1 + y). Multiplying numerator and denominator of R by 1 + y gives

R = Gγ_F(1 + y − a)/[(G + γ_F)(1 + y) − aγ_F].

Define R_∞ = Gγ_F/(G + γ_F) and r = aγ_F/(G + γ_F). Then

R = R_∞(1 + y − a)/(1 + y − r) = R_∞[1 − (a − r)/(1 − r + y)].

This is a Lorentzian dip,

R = R_∞ − ΔR/[1 + (ω/ω_½)²],

ω_½ = Q√(1 − r),

ΔR/R_∞ = (a − r)/(1 − r) = aG/[G + γ_F(1 − a)].

Within the model this holds for any a, not just to leading order. The dip vanishes as p² when p → 0. So does the accumulation signal, since one factor p comes from injection and one from detection. Your nonmagnetic control therefore cannot separate the two mechanisms. The dip also disappears when filling is the bottleneck even at zero field, G ≪ γ_F(1 − a), because the escape time then hardly affects the current. For a close to 1 this is a much stricter condition than G ≪ γ_F, since a blocked electron stays for a long time.

**Why the semiconductor stays unpolarized**

N supplies both spins at the same rate γ_N(1 − n), whatever the spin of the previous electron was. Every component of the spin current at N is zero, so an initially unpolarized N has no source of accumulation. The steady spin equation also gives the spin that the level loses per unit time through its coupling to F:

γ_F(s + p n m) = Ω×s − s/τ_s.

It is supplied by precession and relaxation on the level, not by N.

**From current to voltage**

Place M such levels beside an ohmic, spin-independent shunt of conductance Y. If the level currents are saturated, that is, independent of small voltage changes, then at fixed total current

I_tot = YV + eMR(B),  V(B) = [I_tot − eMR(B)]/Y.

The dip in R becomes a voltage peak of height eMΔR/Y with the same half-width. The shunt is an idealization: a real direct path between F and N could itself inject spin.

**Numbers that reproduce your curve**

Take γ_F = 1.0 /ns, γ_N = 2.0 /ns, p = 0.40, τ_s = 10 ns, g = 2 and ω_x = 0. These are round model parameters, not those of a particular material. Setting ω_x = 0 is a simplification. For wide flat bands, a level at energy ε many k_BT above the Fermi level μ_F of F, and on-site repulsion U, virtual tunnelling to F gives |ω_x| = (pγ_F/π) ln[(ε − μ_F + U)/(ε − μ_F)]. With ε − μ_F = 150 meV and U = 1 eV this is 0.26 /ns, which would widen the half-width found below from 6.16 to 6.33 mT and leave the peak height unchanged. Then

K = 1.0 + 0.1 = 1.1 /ns

a = 0.16 × 1.0/1.1 = 0.1455

r = 0.1455 × 1.0/(4.0 + 1.0) = 0.0291

ω_½ = 1.1 × √(1 − 0.0291) = 1.084 /ns.

One millitesla gives a precession rate of 0.1759 /ns, so the half-width is 1.084/0.1759 = 6.16 mT. At zero field the level is occupied 82% of the time and carries a spin of −0.364 per electron.

The current per level rises from 0.1128 nA at zero field to 0.1282 nA at large field, a change of 12% of the large-field value. For 10⁴ levels the difference is about 0.154 μA. Through a shunt of 1.0 mS this makes a peak of 0.154 mV, on a voltage of about 299 mV at a total current of 0.30 mA. The levels carry only about 1.1 to 1.3 μA of this; the other 99.6% flows through the shunt, so the absence of accumulation in this example rests on the shunt being spin-independent. At 5 mT the excess has fallen to 0.093 mV and at 20 mT to 0.013 mV.

Your analysis would turn these values into

τ_apparent = 1/ω_½ = 0.92 ns

μ_s,apparent = 2 × 0.1536 meV/0.40 = 0.77 meV.

The true splitting in this model is zero, and the semiconductor's spin lifetime appears nowhere in the calculation. Nor is 0.92 ns the spin lifetime of the level, which is 10 ns. It is mainly the time before the electron tunnels out.

If both tunnel rates are ten times smaller, K becomes 0.1 + 0.1 = 0.2 /ns. The half-width falls to 1.13 mT and the apparent lifetime rises to 5.0 ns. The change is less than tenfold because relaxation now contributes half of K. In the limit γ_Fτ_s ≪ 1 the width measures the level's own spin lifetime (for ω_x = 0), but the relative dip is then small, since a ≈ p²γ_Fτ_s.

**Is the loss term trustworthy?**

The argument rests on the spin-dependent escape term, so it deserves a check that does not assume it. Put an electron of random spin on the level, with no refilling and no relaxation. Let T = ∫n dt and S = ∫s dt over all later times. Integrating the two rate equations gives

1 = γ_F(T + p m·S),  0 = Ω×S − γ_F(S + pTm).

The second is the steady equation already solved, with K = γ_F, so

T = 1/[γ_F(1 − p²h)].

For γ_F = 1 /ns and p = 0.5 this gives 1.333 ns at ω = 0 and 1.015 ns at ω = 4 /ns. Direct quantum evolution of the level coupled to explicit bands of discrete states gives 1.344 and 1.023 ns. The excess is 0.8% of the formula in both cases. It comes from the finite bands (half-width 30ħγ_F here) and halves when their width is doubled. The shortening of the stay by precession is reproduced.

**What happens when the current is reversed?**

The answer depends on which charge states the level uses. That gives two instructive cases for electrons flowing from F to N.

*Occupation alternates between one and two.* The incoming electron must have spin opposite to the resident one. A resident spin along m is therefore filled up at rate γ_F(1 − p), and one against m at γ_F(1 + p). The doubly occupied state has no spin and loses an electron to N at rate 2γ_N = G, leaving a resident of random spin. With n now the probability of single occupation, the equations are the earlier ones with p → −p. Since R contains only p², the peak is identical. The singlet gives N either spin with equal probability, so again no spin current enters N. In the example, R rises from 0.704 /ns at zero field to 0.799 /ns at 50 mT.

*Occupation alternates between zero and one.* Now F fills the level selectively and N empties it without selection:

dn/dt = 2γ_F(1 − n) − γ_N n

ds/dt = 2γ_F p(1 − n)m + Ω×s − (γ_N + 1/τ_s)s.

The first equation does not contain s, so

R = 2γ_Fγ_N/(2γ_F + γ_N),

which is 1.0 /ns here at any field. Yet spin does enter N, at the rate γ_N s. Let K_N = γ_N + 1/τ_s, and let h_N be h with K replaced by K_N. The algebra used before gives m·s = 2γ_F p(1 − n)h_N/K_N. Dividing γ_N m·s by R = 2γ_F(1 − n),

injected polarization = pγ_N h_N/K_N.

This equals 0.4 × 2.0/2.1 = 0.38 at zero field and 0.02 at 50 mT.

So the first case has a peak without spin injection, and the second has spin injection without a peak in the level current. Numerical steady states of the full master equation, built from electron creation and annihilation operators, confirm the rates and spin currents of all three configurations, also with ω_x ≠ 0. The charge states matter for flow from N to F as well. If the occupation there alternates between one and two, N fills the level at rate γ_N whatever the resident spin and F empties it at total rate 2γ_F. The same algebra then gives the field-independent R = 2γ_Fγ_N/(2γ_F + γ_N), and the current drawn from N has polarization pγ_N h_N/K_N, so there is spin extraction without a peak.

**Could a more detailed line shape settle it?**

Not by itself. If spins diffuse away from the contact with diffusion constant D_s, combine the component along m and the one perpendicular to both m and B into a complex density S. It obeys

D_s d²S/dx² = (1/τ + iω)S.

The decaying solution with fixed injected flux at x = 0 has S(0) ∝ (1 + iωτ)^(−1/2). The signal is the real part, which is not a Lorentzian. But for z = 1 + iωτ, substituting u = v²,

∫₀^∞ du/[√u (u + z)] = 2∫₀^∞ dv/(v² + z) = π/√z.

Set k = 1 + u and take the real part:

Re(1 + iωτ)^(−1/2) = ∫₁^∞ dk {1/[πk√(k − 1)]} × 1/[1 + (ωτ/k)²].

The weight in braces is positive, so the diffusive curve is a sum of Lorentzians with half-widths k/τ. If all rates of a level are scaled by k, its half-width and its dip both scale by k. A population of levels with density proportional to 1/[k²√(k − 1)] therefore gives the diffusive shape, where τ is now just a parameter of the population. At ωτ = 2, the level population and a numerical solution of the diffusion equation both give 0.569 of the peak height. This shows that such a population is possible, not that a given barrier contains it.

**Does an "inverted Hanle" curve help?**

A field parallel to m can raise the voltage instead of lowering it. Localized levels do this too if each feels a static random local field, for instance from nuclear spins or a rough magnetic interface.

Take small a, so that R ≈ R_∞[1 − (a − r)h], and slow levels, with K far below the precession rate in the local field. Then h = Ω_∥²/Ω² is the squared cosine of the angle between total field and m. Let the local field be isotropic and Gaussian with rms value b per component, and write β = B/b. In units of b the total field v has mean β along z. Using 1/v² = ∫₀^∞ e^(−qv²) dq and the Gaussian averages,

⟨(v_x² + v_y²)/v²⟩ = ∫₀^∞ 2(1 + 2q)^(−5/2) exp[−qβ²/(1 + 2q)] dq.

With t² = 1/(1 + 2q), so dq = −dt/t³, this becomes

∫₀¹ 2t² exp[−β²(1 − t²)/2] dt = (2/β²)[1 − (√2/β)D(β/√2)].

The last step is an integration by parts, and D(x) = e^(−x²)∫₀^x e^(w²)dw is the Dawson function. If m is along the applied field, ⟨h⟩ is one minus this average. If m is along x, it is half of it:

⟨h⟩_∥ = 1 − 2/β² + (2√2/β³)D(β/√2)

⟨h⟩_⊥ = (1 − ⟨h⟩_∥)/2.

Both start at 1/3. A transverse field takes ⟨h⟩ to 0 and a parallel one to 1, so the voltage falls in one case and rises twice as far in the other. For b = 10 mT the transverse half-width is 2.04b = 20.4 mT, which would be read as a lifetime of 0.28 ns. In this regime it measures the local field and no lifetime at all. (The levels of the earlier example are too fast for this limit.)

**What would be evidence?**

Use a second magnetic contact outside the current path. A nonlocal voltage there that depends on the relative magnetizations and shows precession in a transverse field indicates that spin has travelled through the semiconductor. The blocking levels above send no spin into N and predict no such signal.

Barrier thickness is a useful further check. A width that follows the tunnel rate points to localized levels, unless spins accumulated in the semiconductor would themselves leave mainly through the contact. A constant width does not exclude them, because relaxation on the level or local fields may set it.

The counterexample does not show that your contact has no accumulation; both effects may coexist. Its formulas also need one-way tunnelling: the level must lie many k_BT inside the bias window, with the unwanted charge state well outside it. At small bias, or when higher-order tunnelling matters, the spin current at N need not vanish. Your peak is compatible with accumulation, but 0.92 ns and 0.77 meV become properties of the semiconductor only after the localized-level explanation has been excluded.

Values computed for the example and the checks

```
Tunnel rate to F, gamma_F = 1.0 /ns; to N, gamma_N = 2.0 /ns
Polarization p = 0.40; level spin lifetime = 10.0 ns; g = 2.0
Levels = 10000; shunt = 1.0 mS; total current = 0.30 mA
K = 1.100 /ns; blocking parameter a = 0.14545
Precession rate per field = 0.17588 /ns per mT
Zero field: level occupation = 0.8240, spin per electron = -0.3636
Electron rate per level: B=0 0.70412 /ns, large B 0.80000 /ns
Current per level: B=0 0.11281 nA, large B 0.12817 nA
Relative current change (large B minus zero)/large B = 11.99 %
Largest spin-current component at N, B=0: below 1e-9 /ns is True
Voltage: B=0 298.8719 mV, large B 298.7183 mV
Voltage peak height = 0.1536 mV
Half-width: 1.0839 /ns = 6.163 mT
Apparent spin lifetime = 0.9226 ns
Apparent (false) spin splitting in N = 0.7681 meV
  B =  0 mT: voltage above large-field value = 0.1536 mV
  B =  2 mT: voltage above large-field value = 0.1390 mV
  B =  5 mT: voltage above large-field value = 0.0926 mV
  B = 10 mT: voltage above large-field value = 0.0423 mV
  B = 20 mT: voltage above large-field value = 0.0133 mV
  B = 50 mT: voltage above large-field value = 0.0023 mV
Tunnelling 10x slower: half-width = 1.128 mT, apparent lifetime = 5.040 ns
F to N, occupation 0/1: rate B=0 1.00000 /ns, B=50 mT 1.00000 /ns
  injected spin polarization: B=0 0.3810, B=50 mT 0.0206
F to N, occupation 1/2: rate B=0 0.70412 /ns, B=50 mT 0.79857 /ns
Dwell time test, gamma_F = 1 /ns, p = 0.5, no relaxation:
  omega = 0.0 /ns: bands 1.3440 ns, formula 1.3333 ns
  omega = 1.0 /ns: bands 1.1520 ns, formula 1.1429 ns
  omega = 4.0 /ns: bands 1.0231 ns, formula 1.0149 ns
Line shape, normalized: level distribution and diffusion equation
  omega*tau = 0.5: levels 0.9204, diffusion 0.9204
  omega*tau = 2.0: levels 0.5689, diffusion 0.5689
  omega*tau = 8.0: levels 0.2640, diffusion 0.2640
Local field rms per component = 10.0 mT (slow levels)
Transverse half-width = 2.0354 rms = 20.35 mT
Apparent lifetime from that width = 0.2793 ns
  B =  0 mT: mean h transverse 0.3333, parallel 0.3333
  B = 10 mT: mean h transverse 0.2752, parallel 0.4496
  B = 20 mT: mean h transverse 0.1700, parallel 0.6600
  B = 50 mT: mean h transverse 0.0383, parallel 0.9233
```
